Decay length of a Holstein polaron bound to a contact acceptor

**Q.** A hole in a soft lattice digs its own potential well, and an acceptor offers it a second one. The name "bound polaron" might suggest that the two wells can simply be added. The problem is nonlinear, so I doubt that anything adds. What exactly is the model?

**A.** One hole moves along a chain of sites with spacing a. I count hole energy from the band edge into the band, so the hole has a positive mass m and an attractive acceptor lowers its energy. Site n carries a local distortion u_n with stiffness K, coupled to the hole's probability |c_n|² on that site. The lattice part of the energy is

Σ_n [ ½K u_n² − α u_n |c_n|² ].

The lattice is treated as classical and at rest, which is the adiabatic approximation. It requires a phonon energy ħω small compared with the depth of the hole level. Setting the derivative with respect to u_n to zero gives u_n = α|c_n|²/K. Inserting this,

½α²|c_n|⁴/K − α²|c_n|⁴/K = −Ep |c_n|⁴, with Ep = α²/(2K).

Ep is the energy gained when the hole sits on one site and the lattice relaxes around it.

**Q.** And the continuum?

**A.** If the hole spreads over many sites, write |c_n|² = a|ψ(x)|² and replace Σ_n by ∫dx/a. The relaxation term becomes −Ep a∫|ψ|⁴dx. An acceptor that lowers one site by V contributes −V|c_0|² = −Va|ψ(0)|². With G = 2Ep a and U = Va, the energy is

E = (ħ²/2m)∫|ψ'|²dx − (G/2)∫|ψ|⁴dx − U|ψ(0)|², ∫|ψ|²dx = 1.

The acceptor is thus a potential −Uδ(x). The mass is related to the hopping energy t of the chain by t = ħ²/(2ma²).

**Q.** Which equation does the hole obey? I would expect G/2 in it.

**A.** It contains G. Varying ψ* in |ψ|⁴ = (ψ*)²ψ² produces a factor 2, which cancels the ½. With a multiplier ε for the normalization,

−(ħ²/2m)ψ'' − G|ψ|²ψ − Uδ(x)ψ = εψ.

Here ε is the hole's level in the relaxed lattice. It differs from the total energy E, because E also contains the cost of straining the lattice.

I take ψ real for now and return to complex ψ below. A bound state has ε < 0, so set ε = −ħ²κ²/(2m). Far away the nonlinear term vanishes faster than the others and ψ ~ exp(−κ|x|). This κ, the decay rate of the amplitude, is what I call the inverse decay length; the density decays at twice that rate.

It helps to name two more inverse lengths:

κp = mG/(2ħ²), κd = mU/ħ².

Away from the origin the equation is then

ψ'' = κ²ψ − 4κp ψ³,

since 2mG/ħ² = 4κp. Integrating the full equation across the origin gives −(ħ²/2m)[ψ'(0+) − ψ'(0−)] = Uψ(0), or

ψ'(0+) − ψ'(0−) = −2κd ψ(0).

**Q.** So far κp and κd are only abbreviations. What do they mean?

**A.** Take κd first. In a rigid lattice G = 0, and the decaying solution is ψ ∝ exp(−κ|x|). Its slope jumps by −2κψ(0), so κ = κd: this is the inverse decay length of the acceptor alone. The meaning of κp will come out of the full solution.

**Q.** Then solve the nonlinear equation, and please do not guess the answer.

**A.** Multiply ψ'' = κ²ψ − 4κpψ³ by 2ψ' and integrate. Both ψ and ψ' vanish at infinity, so the constant is zero:

ψ'² = κ²ψ² − 2κp ψ⁴.

Now put ψ = 1/y, so that ψ' = −y'/y². Multiplying the equation by y⁴ gives

y'² = κ²y² − 2κp.

Differentiating and dividing by 2y' gives y'' = κ²y. A solution growing at infinity that satisfies the first-order equation is y = C cosh[κ(x+b)], because κ²C²(sinh² − cosh²) = −κ²C² must equal −2κp. Hence C² = 2κp/κ², and on the right

ψ = A sech[κ(x+b)], A² = κ²/(2κp).

On the left the same holds with |x| in place of x and possibly another offset b'.

**Q.** Two offsets leave room for a lopsided state.

**A.** Continuity at x = 0 requires cosh κb = cosh κb', so b' = b or b' = −b. The slope just right of the origin is −κ tanh(κb)ψ(0), and just left it is +κ tanh(κb')ψ(0). The jump condition therefore reads

κ[tanh κb + tanh κb'] = 2κd.

For b' = −b the left side is zero, which contradicts κd > 0. So b' = b, and

tanh κb = κd/κ.

The offset is positive: the state is a sech with its rounded top cut out and the two flanks pushed together, which leaves a cusp at the acceptor.

Only the normalization remains:

1 = 2A² ∫₀^∞ sech²[κ(x+b)]dx = (2A²/κ)(1 − tanh κb) = (κ/κp)(1 − κd/κ) = (κ − κd)/κp.

Therefore

κ = κp + κd.

For U = 0 this gives κ = κp, so κp is the inverse decay length of the free polaron. Within this model, the bound polaron's inverse decay length is the sum of the free-polaron and acceptor-only values.

**Q.** The algebra is short, but why should a nonlinear problem add up like that?

**A.** Look at the local decay rate w = −ψ'/ψ on the right. From the solution, w = κ tanh[κ(x+b)], and its derivative is

w' = κ² sech²[κ(x+b)] = 2κp ψ².

So moving outward, the decay rate increases by 2κp times the probability passed on the way. At the acceptor it starts at κd, fixed by the cusp. By symmetry half the probability lies on the right, so it rises by 2κp·½ = κp before reaching its final value. The acceptor sets the starting rate, and the self-made well adds an amount that depends on the total charge passed but not on its distribution.

**Q.** You have found a stationary state. A nonlinear functional may have a lower state elsewhere, or no minimum at all.

**A.** That can be settled by completing squares for an arbitrary normalized real ψ. Define e = 2mE/ħ²:

e = ∫ψ'²dx − 2κp∫ψ⁴dx − 2κdψ(0)².

Let κ now be just the number κp + κd. On the right half-line let N(x) be the probability beyond x, so N' = −ψ², and define w = κ − 2κpN, so w' = 2κpψ². Expand the square

S_R = ∫₀^∞(ψ' + wψ)²dx = ∫₀^∞ψ'²dx + ∫₀^∞w(ψ²)'dx + ∫₀^∞w²ψ²dx.

The middle term, integrated by parts, is −w(0)ψ(0)² − 2κp∫₀^∞ψ⁴dx. In the last term ψ²dx = −dN, so with N_R the total probability on the right and u = w(0) = κ − 2κpN_R,

∫₀^∞w²ψ²dx = ∫₀^{N_R}(κ − 2κpN)²dN = (κ³ − u³)/(6κp).

Rearranged,

∫₀^∞(ψ'² − 2κpψ⁴)dx = S_R + uψ(0)² − (κ³ − u³)/(6κp).

The left half gives the mirror image, with S_L and v = κ − 2κpN_L. Since N_R + N_L = 1,

u + v = 2κ − 2κp = 2κd.

Adding the halves, the terms in ψ(0)² cancel against −2κdψ(0)², leaving

e = S_R + S_L − (2κ³ − u³ − v³)/(6κp).

Write u = κd − δ and v = κd + δ, with δ = κp(N_R − N_L). Then u³ + v³ = 2κd³ + 6κdδ². Using κ³ − κd³ = κp(κ² + κκd + κd²),

e = −(κ² + κκd + κd²)/3 + κpκd(N_R − N_L)² + S_R + S_L.

For κd > 0 the last three terms cannot be negative, so the first is a lower bound. It is reached if N_R = N_L and ψ' = −wψ on the right, with the mirror condition on the left. The sech state has both properties, as the previous answer showed.

**Q.** Could another state reach the bound too?

**A.** No, apart from a constant phase. If ψ' = −wψ, then w'' = 4κpψψ' = −2ww', so w' + w² is constant. At infinity w = κ and w' = 0, so w' = κ² − w². With w(0) = κd this first-order equation has one solution, and ψ² = w'/(2κp) follows. For complex ψ = |ψ|exp(iθ), |ψ'|² is the squared slope of |ψ| plus |ψ|²θ'². Replacing ψ by |ψ| therefore cannot raise the energy, so the bound holds for complex ψ too. If ψ reaches it, |ψ| must be the state just found, which has no zeros, and θ must then be constant.

I also tested the identity by quadrature on a deliberately lopsided function, exp[−(x−0.4)²/2] + 0.5 exp[−(x−1)²/0.8], normalized. For (κp, κd) = (1, 0.3), (0.7, 1.4) and (1, −0.4) the two sides differed by at most 1.4×10⁻⁷, with lengths in an arbitrary unit and e in the inverse square of that unit.

**Q.** Your last pair has a repulsive centre. Does the sum rule survive there?

**A.** As a statement about a stationary state, partly; as a statement about the ground state, no. The condition tanh κb = κd/κ needs |κd| < κ, which for negative κd means κp > 2|κd|. A two-humped state with κ = κp − |κd| then exists. Its energy e exceeds the free polaron's −κp²/3 by |κd|κ, as the first term of the identity shows. A polaron moved far from the centre comes as close to −κp²/3 as one likes, so the two-humped state is not the minimum. The attraction is a real condition of the result.

**Q.** Do the energies add as well?

**A.** They do not. Inserting κ = κp + κd, the minimum is

E = −(ħ²/2m)(κp² + 3κpκd + 3κd²)/3.

The free polaron has −(ħ²/2m)κp²/3 and the acceptor alone −(ħ²/2m)κd². The cross term κpκd is the extra gain from acting together. The energy needed to release the bound hole as a free polaron, with the lattice following, is

E_rel = (ħ²/2m)(κpκd + κd²) = (ħ²/2m)κdκ.

Relative to the rigid lattice it is larger by the factor κ/κd = 1 + κp/κd.

If the lattice is instead frozen while the hole is lifted to the band edge, the cost is the level depth |ε| = (ħ²/2m)κ². The difference E − ε is the strain energy (G/2)∫ψ⁴dx stored in the lattice.

There is a consistency check on the density at the acceptor. From the solution,

ψ(0)² = A²(1 − tanh²κb) = (κ² − κd²)/(2κp) = (κ + κd)/2 = κd + κp/2.

At a minimum, −∂E/∂U must equal ψ(0)², since only the explicit U contributes. With κd = mU/ħ²,

−∂E/∂U = ½ ∂/∂κd [(κp² + 3κpκd + 3κd²)/3] = κd + κp/2,

which agrees.

**Q.** Has the sum rule been tested without using the sech?

**A.** Yes. I diagonalized the hole's equation on a fine grid, relaxed the lattice to the new density, and repeated until nothing changed. The decay rate was read from the tail in three separate runs: free polaron, rigid acceptor, and both together. For (κp, κd) = (1, 0.3), (1, 1) and (0.5, 1.5), with a grid step of 0.02/κ, the third rate differed from the sum of the other two by at most 4.2×10⁻⁵ of that sum.

**Q.** Now give me numbers for something one could deposit as a film.

**A.** Antimony selenide is a thin-film absorber whose crystal is built of ribbons, and its phonons are soft. Take a hole on one ribbon, with rough values: repeat a = 0.40 nm, mass 0.7 electron masses, phonon energy 0.025 eV. I choose Ep = 0.30 eV and V = 0.20 eV as model parameters; they are not data for the material.

The hopping is t = ħ²/(2ma²) = 0.340 eV. From the definitions, κp a = mEp a²/ħ² = Ep/(2t), and likewise κd a = V/(2t). So

κp = 0.30/(2 × 0.340 × 0.40 nm) = 1.10 nm⁻¹, a decay length of 0.91 nm,

κd = 0.20/(2 × 0.340 × 0.40 nm) = 0.735 nm⁻¹, a decay length of 1.36 nm,

κ = 1.84 nm⁻¹, a decay length of 0.54 nm.

With ħ²/2m = 0.0544 eV nm², the release energy is 0.0544 × 0.735 × 1.837 = 0.073 eV, against 0.029 eV in a rigid lattice. The ratio is 1 + Ep/V = 2.5. The level depth is 0.184 eV, more than twice the release energy, so in this model a fast excitation and a slow thermal release would see very different depths.

**Q.** A decay length of 0.54 nm on a 0.40 nm repeat is hardly a continuum.

**A.** Indeed κa = 0.73, which is not small. Solving the actual chain gives 1.12 nm⁻¹ for the free polaron, 0.72 nm⁻¹ for the rigid acceptor and 2.00 nm⁻¹ for the bound polaron. The bound value is 8% above the sum of the other two, so the sum rule is approximate here. The release energy rises from 0.073 to 0.084 eV.

**Q.** And a lattice that is neither classical nor cold?

**A.** With the continuum level depths, the phonon energy is 0.14 of the bound level's depth but 0.38 of the free polaron's. In the harmonic approximation, the softening of the phonons by the hole lowers the zero-point energy by 0.007 eV for the bound and 0.023 eV for the free polaron. Together these reduce the release energy on the chain to 0.068 eV. But the free polaron's total energy on the chain is itself only −0.023 eV. A correction as large as the quantity corrected means that the adiabatic free polaron is not reliable here, and 0.068 eV is an indication only.

At 300 K, kT = 0.026 eV, which already exceeds the free polaron's energy gain. Lattice vibrations also shake the bound level. With unsoftened phonons, each site energy −αu_n has variance α²⟨u_n²⟩ = Ep ħω coth(ħω/2kT). Averaged over the hole's density, to first order, the level has an rms spread of

[Ep ħω coth(ħω/2kT) Σ_n|c_n|⁴]^½ = 0.08 eV,

more than a third of the bound level's depth on the chain, which is 2t[cosh(κa) − 1] = 0.23 eV with κ = 2.00 nm⁻¹. Including the softening of the phonons raises the spread to 0.10 eV. To this order the static level is the centre of a broad distribution; at the next order two effects nearly cancel. The curvature of the level in the displacements lowers the mean by about 0.02 eV, the fluctuations reduce the average distortion and raise it by about as much, and the centre moves by only a few meV.

**Q.** A charged acceptor also has a Coulomb tail, and ribbons have neighbours.

**A.** Both matter. For the tail I assumed a relative permittivity of 60 and a charge 0.40 nm off the ribbon, which gives 0.060 eV at the acceptor site. Added to the same contact well on the chain, it raises the release energy from 0.084 to 0.136 eV. Most of this rise comes from the deeper well at the acceptor site itself: a contact well of 0.26 eV alone gives 0.122 eV. The rest comes from the tail on the other sites. A bulk permittivity is only a rough guide at a distance of one lattice repeat, and the result is sensitive to it: a value of 30 instead of 60 would give a release energy of 0.189 eV.

Transfer t' between ribbons lowers the band edge by 4t', since each of the two transverse directions contributes 2t'. A hole confined to one ribbon forgoes most of that gain. For the free polaron, the band edge meets the continuum single-ribbon energy at only t' = 0.0055 eV. I relaxed a hole, starting on one ribbon, in a periodic array of 5 × 5 ribbons with 31 sites each:

- t' = 0.01 eV, no acceptor: the weight on the starting ribbon falls to 0.04, which is 1/25, an even spread.
- t' = 0.01 eV, V = 0.20 eV: the weight stays at 0.995, and the state lies 0.068 eV below the array's band edge.
- t' = 0.04 eV, V = 0.20 eV: the weight falls to 0.05, and the energy gain nearly vanishes.

**Q.** What then may I carry over to a real film?

**A.** In antimony selenide the ribbons are not electrically isolated, so one-dimensionality is the assumption to question first. With the chosen Ep and V and a purely contact acceptor, a transfer of 0.01 eV removes the free polaron but leaves the acceptor state, while 0.04 eV removes both. The array calculation leaves out the Coulomb tail of a charged acceptor, which can keep the hole bound even at 0.04 eV, though weakly: for a permittivity of 60 and ribbons 0.8 nm apart the state lies about 0.02 eV below the band edge, less than kT at 300 K. For scale, a transverse mass of one electron mass at that spacing corresponds to t' = 0.06 eV. I do not claim to know where a given film lies, nor that its hole coupling is purely local, so 0.54 nm and 0.073 eV illustrate the sum rule and do not predict the material. In amorphous oxides, holes tend to localize on one or a few oxygen atoms in a three-dimensional network. There both the continuum and the single dimension fail, and the rule should not be used. It suits well-separated chains with κa ≪ 1, a short-range attractive centre, and both ħω and kT small compared with the level depths of the bound and the free polaron. For the hole to stay at the acceptor, kT must also be small compared with the release energy, which for a weak acceptor is far below either level depth. The zero-point motion of the lattice also reduces the binding, because pinning the polaron stiffens its soft modes. In the harmonic approximation the loss is about 0.6 ħω for κd/κp = 2/3, 0.25 ħω for 0.1 and 0.07 ħω for 0.01. This loss must be small compared with the release energy; ħω small compared with the release energy is sufficient for that. The numerical output lists the remaining values.

Calculated quantities

```
TESTS
largest relative mismatch of measured tail-rate sum: 4.2e-05
largest error of completed-square identity: 1.4e-07
INPUTS (rough round values)
spacing 0.40 nm, mass 0.70 electron masses
site relaxation energy Ep 0.30 eV, acceptor depth V 0.20 eV
phonon energy 0.025 eV, temperature 300 K
relative permittivity 60, acceptor offset 0.40 nm
CONTINUUM RESULTS
hopping t: 0.3402 eV; hbar^2/2m: 0.05443 eV nm^2
kappa_p: 1.1024 1/nm, decay length 0.907 nm
kappa_d: 0.7349 1/nm, decay length 1.361 nm
kappa:   1.8373 1/nm, decay length 0.544 nm
kappa times spacing: 0.735
profile offset b: 0.2306 nm
contact density: 1.2861 1/nm
level depth, free polaron: 0.0661 eV
level depth, bound polaron: 0.1837 eV
total energy, free polaron: -0.0220 eV
total energy, bound polaron: -0.0955 eV
strain energy, bound polaron: 0.0882 eV
release energy to free polaron: 0.0735 eV
release energy, rigid lattice: 0.0294 eV
enhancement by the lattice: 2.500
NEGLECTED: DISCRETENESS (actual chain)
kappa free 1.1171, rigid 0.7247, bound 1.9978 1/nm
bound kappa over sum of the two: 1.0847
total energy free -0.0226 eV, bound -0.1070 eV
release energy on the chain: 0.0844 eV
NEGLECTED: QUANTUM LATTICE (harmonic)
phonon energy / level depth: free 0.378, bound 0.136
lowest squared-frequency ratio, bound: 0.504
zero-point shift free -0.0229 eV, bound -0.0068 eV
release energy with these shifts: 0.0683 eV
NEGLECTED: TEMPERATURE
thermal energy kT: 0.0259 eV
rms thermal and zero-point spread of bound level: 0.0824 eV
NEGLECTED: COULOMB TAIL
tail strength at the acceptor site: 0.0600 eV
release energy with the tail: 0.1362 eV
NEGLECTED: TRANSFER BETWEEN RIBBONS (5 x 5 ribbons, 31 sites each)
transfer where band edge meets free-polaron energy: 0.0055 eV
transfer 0.01 eV, V 0.20 eV: energy from array band edge -0.0683 eV, weight on ribbon 0.995
transfer 0.04 eV, V 0.20 eV: energy from array band edge -0.0009 eV, weight on ribbon 0.050
transfer 0.01 eV, V 0.00 eV: energy from array band edge -0.0004 eV, weight on ribbon 0.040
```
